# When a Plasma Density Repeats but the Gas Composition Still Drifts

**Q.** My simulation of a pulsed nitrogen plasma has converged. The electron density in each pulse lies on top of the one before, to many digits. If anything were still changing, the density would show it.

**A.** That last sentence is an assumption about your equations. Which processes set the density in your model?

**Q.** Ionization, paid for by the absorbed power, and loss of ions to the wall. I use volume averages.

**A.** Then let us write that down. Let $n$ be the electron density, $p$ the absorbed power per volume during the pulse, and $E_T$ the energy in eV spent per electron–ion pair, charged when the pair is created. With $e$ the elementary charge,

$$\frac{dn}{dt}=\frac{p}{eE_T}-\nu_1 n\ \text{(power on)},\qquad \frac{dn}{dt}=-\nu_2 n\ \text{(power off)}.$$

The loss frequencies are $\nu_i=h\,u_B A/V$, where $u_B=\sqrt{eT_e/M}$ is the Bohm speed of N$_2^+$ (mass $M$, $T_e$ in eV), $h$ the ratio of edge to mean density, and $A/V$ the surface-to-volume ratio. I hold $T_e$ constant within each phase and, for now, $E_T$ constant throughout.

The pulse lasts $t_1$, the afterglow $t_2$, and $T=t_1+t_2$. Put $q_i=e^{-\nu_i t_i}$ and $n_s=p/(eE_T\nu_1)$. During the pulse $n-n_s$ decays exponentially, so a period that starts at $n_k$ reaches $n_s(1-q_1)+q_1n_k$ when the power stops. The afterglow multiplies this by $q_2$:

$$n_{k+1}=\lambda n_k+n_s(1-q_1)q_2,\qquad \lambda=q_1q_2 .$$

Setting $n_{k+1}=n_k=n^*$ gives

$$n^*=\frac{n_s(1-q_1)q_2}{1-q_1q_2},$$

and subtracting the fixed-point equation from the map gives $n_k-n^*=\lambda^k(n_0-n^*)$.

**Q.** That is what I see. What are the numbers?

**A.** Take a cylinder of radius and length 20 cm, so $A/V=0.20$ cm$^{-1}$. Put in 500 W during the pulse, with $T=100$ µs and $t_1=t_2=50$ µs. Rough values are $h=0.3$, $E_T=200$ eV, and $T_e=3$ eV in the pulse and 0.75 eV in the afterglow. Then $\nu_1=1.93\times10^4$ s$^{-1}$ and $\nu_2$ is half of that, because $u_B\propto\sqrt{T_e}$. This gives $q_1=0.381$, $q_2=0.617$ and $\lambda=0.235$.

With $n_s=3.22\times10^{10}$ cm$^{-3}$, the density at the start of each pulse settles at

$$n^*=3.22\times10^{10}\times\frac{0.619\times0.617}{1-0.235}=1.61\times10^{10}\ \text{cm}^{-3},$$

and the peak is $n^*/q_2=2.61\times10^{10}$ cm$^{-3}$. I integrated the equations from $n=0$ by a fourth-order Runge–Kutta method. At period 20 the peak differs from the previous one by a relative $9\times10^{-13}$.

**Q.** So after 20 periods it is converged.

**A.** The density is. What about the nitrogen atoms, which your process may depend on?

**Q.** They are made by electron impact. If the electrons repeat, so must the atoms.

**A.** Their production coefficient repeats. Their amount need not. Let $m$ and $a$ be the densities of N$_2$ and N, and $m_0$ the feed density. Gas is replaced in a residence time $\tau$, with the same pumping rate per particle for both species. Atoms recombine on the wall at rate $\nu_w$, and N$_2$ dissociates with rate constant $k_d$ while the power is on:

$$\frac{dm}{dt}=\frac{m_0-m}{\tau}-k_dnm+\frac{\nu_w a}{2},\qquad
\frac{da}{dt}=2k_dnm-\nu_w a-\frac{a}{\tau}.$$

Add twice the first equation to the second. Dissociation and recombination cancel, and the density of nuclei $H=2m+a$ obeys $dH/dt=(2m_0-H)/\tau$. A chamber filled with pure feed starts at $H=2m_0$ and stays there. With $x=m/m_0$ this means $a=2m_0(1-x)$. Putting it into the first equation and dividing by $m_0$,

$$\frac{dx}{dt}=\nu_s(1-x)-k_dnx,\qquad \nu_s=\frac1\tau+\nu_w ,$$

where the dissociation term is absent in the afterglow.

**Q.** And once $n$ repeats?

**A.** Then this is a linear equation with periodic coefficients. The difference of two solutions decays at the rate $\nu_s+k_dn$ in the pulse and $\nu_s$ in the afterglow, so over one period it is multiplied by

$$\mu=e^{-\nu_sT-k_dI},\qquad I=\int_0^{t_1}n\,dt=n_st_1+(n^*-n_s)\frac{1-q_1}{\nu_1}.$$

Hence $x_{k+1}=\mu x_k+b$ with a constant $b$, and the periodic value satisfies $x^*=\mu x^*+b$. Replacing $b$ by $(1-\mu)x^*$,

$$x_{k+1}-x_k=(1-\mu)(x^*-x_k)\quad\Rightarrow\quad x^*-x_k=\frac{x_{k+1}-x_k}{1-\mu}.$$

The remaining error is the change per period multiplied by $1/(1-\mu)$.

**Q.** How large is that factor here?

**A.** Take a feed of 10 mTorr at 400 K, $k_d=5\times10^{-10}$ cm$^3$/s, $\tau=0.2$ s, and a wall recombination probability $\gamma=0.01$. With $\bar v$ the mean thermal speed of the atoms, $\nu_w=\gamma\bar vA/(4V)=38.9$ s$^{-1}$, so $\nu_s=43.9$ s$^{-1}$. The integral is $I=1.09\times10^6$ s cm$^{-3}$. The exponent is $4.388\times10^{-3}+0.546\times10^{-3}=4.934\times10^{-3}$, and $1/(1-\mu)=203$.

After 20 periods the atom density is $4.9\times10^{12}$ cm$^{-3}$. Its final value is $5.34\times10^{13}$ cm$^{-3}$. Your density repeats to twelve digits while the atoms stand at 9 % of their periodic level.

**Q.** Would starting the density closer to its periodic value help?

**A.** It makes the case sharper. Start with $n_0=n^*$ and the density repeats from the first period, while $x$ still begins at 1 and has to drift. In this model no tolerance on $n$, however tight, can reveal that drift, because $x$ does not appear in the density equation.

**Q.** Is this peculiar to neutrals? My other code follows charge on an insulated surface.

**A.** The same argument applies if neither the density nor the charging current depends on that charge. Suppose the charge $q$ obeys $dq/dt=J(t)-q/\tau_q$, where the charging current $J$ is periodic because the plasma is. The difference of two solutions shrinks by $\mu=e^{-T/\tau_q}$ per period, and the error formula is unchanged. Without leakage, $\tau_q\to\infty$ and $q_{k+1}-q_k=\int_0^TJ\,dt$. With $J$ prescribed in this way, the charge grows by the same amount every period unless that integral vanishes. On a real surface the charge acts back on $J$: negative charge repels electrons, so the growth can stop and a periodic state can exist even without leakage. Close to that state, deviations again shrink by a constant factor per period, but the feedback helps to set that factor.

**Q.** My neutral model is less simple than yours. The energy cost depends on the gas, so the density does feel the composition. Surely then the density test works.

**A.** It can, but its tolerance means something else. Let the cost fall from $E_m=200$ eV in pure N$_2$ to $E_a=60$ eV in pure N, again rough values, with $E_T(x)=E_a+\Delta x$ and $\Delta=E_m-E_a=140$ eV. Since $x$ hardly moves within one period, the density settles as before but scaled by $E_m/E_T(x)$.

Let $K=k_dI/T=5.46$ s$^{-1}$ be the mean dissociation rate at the cost $E_m$. Averaged over a period,

$$\frac{dx}{dt}=\nu_s(1-x)-KE_m\frac{x}{E_T(x)} .$$

For the steady state, multiply by $E_T/\nu_s$ and collect powers of $x$:

$$\Delta x^2-\left(\Delta-E_a-\frac{KE_m}{\nu_s}\right)x-E_a=0 .$$

Here $KE_m/\nu_s=24.9$ eV, so $140x^2-55.1x-60=0$. The product of the roots is negative, and the positive one is $x=0.880$. The final cost is 183 eV, and the peak density rises by the factor $200/183=1.09$, to $2.84\times10^{10}$ cm$^{-3}$.

**Q.** And how quickly does it get there?

**A.** Linearize about the steady state. Since $d(x/E_T)/dx=(E_T-\Delta x)/E_T^2=E_a/E_T^2$, the decay rate is

$$\Lambda=\nu_s+\frac{KE_mE_a}{E_T^2}=43.88+1.95=45.83\ \text{s}^{-1}.$$

Thus $\mu\approx e^{-\Lambda T}$ and $1/(1-\mu)\approx219$. Once the fast transient has died, the peaks near the limit follow $N_k=N_\infty-C\mu^k$. The last change is $N_k-N_{k-1}=C\mu^{k-1}(1-\mu)$ and the remaining error is $C\mu^k$, so

$$N_\infty-N_k=\frac{\mu}{1-\mu}(N_k-N_{k-1})\approx\frac{N_k-N_{k-1}}{1-\mu}.$$

At period 20 the change is $3.55\times10^{-4}$ of the current peak. Multiplied by 219 it predicts a remaining rise of 7.8 % of the current peak; the integration gives 8.4 %, which is 7.7 % of the final peak. The estimate is low because the peak varies as $1/E_T(x)$, which is not linear in $x$ this far from the limit.

**Q.** I stop when the density changes by less than $10^{-3}$ per period.

**A.** Integrating the coupled equations from $n=0$, $x=1$, I find these first stopping points, with the error relative to the final peak:

- tolerance $10^{-3}$: period 6, error 8.2 %;
- tolerance $10^{-4}$: period 311, error 2.2 %;
- tolerance $10^{-5}$: period 818, error 0.22 %.

Your tolerance cannot see the drift even at its start. There $x$ falls by about $KT=5.5\times10^{-4}$ per period, which changes the density by a fraction $\Delta/E_m=0.7$ of that, or $3.8\times10^{-4}$. The test waits for the fast transient and then passes.

Comparing successive cycles of a 13.56 MHz drive would be worse. With the same $\Lambda$, the factor becomes about $13.56\times10^6/45.8=3.0\times10^5$.

**Q.** What should I test instead?

**A.** First, the balance of each slow variable over a period, divided by its gross flux. In the composition-blind run, the N$_2$ restored by pumping and recombination during period 20 is 0.08 of the N$_2$ dissociated. In a periodic state the ratio must be 1. This imbalance does not look small merely because the period is short.

Second, extrapolate. Take three samples $s_1,s_2,s_3$ at equal spacing, with differences $d_1=s_2-s_1$ and $d_2=s_3-s_2$. If one exponential remains, $d_2=rd_1$, and the changes still to come sum to $d_2(r+r^2+\dots)=d_2r/(1-r)$. With $r=d_2/d_1$,

$$s_\infty=s_3+\frac{d_2^2}{d_1-d_2}.$$

Coupled peaks at periods 20, 70 and 120 give a limit 0.5 % too high, whereas the peak at period 120 is itself 5.0 % too low. The differences must stand clear of any statistical noise.

**Q.** Must I then run a thousand periods?

**A.** Direct running takes 988 to bring the density within 0.1 %. Instead, treat one period as a map $F$ of the whole state $z=(n,x)$, with Jacobian $J_F$. Near the fixed point, $z^*=F(z^*)\approx F(z)+J_F(z^*-z)$. Subtracting $z$ from both sides and collecting terms,

$$z^*-z\approx(1-J_F)^{-1}\,[F(z)-z].$$

Repeating this Newton step from the state at period 20 reaches the fixed point with 12 more computed periods, three per step: one for $F$ and two for finite differences. The multipliers there are 0.235 and 0.9954. Both lie inside the unit circle, so this periodic state is stable. The pair $(n,x)$ is the whole state only because $H$ started at $2m_0$. With $m$ and $a$ kept separately there is a third multiplier, $e^{-T/\tau}=0.9995$, the slowest of all, with a factor of about 2000; it matters whenever $H$ starts away from $2m_0$. Newton's method can also land on an unstable one, which is why they must be checked. With many variables, a full finite-difference Jacobian costs one extra period per variable.

**Q.** How far would you trust these numbers for my reactor?

**A.** As rough ones. The pressure, power and pulsing belong to the regime of inductive nitrogen plasmas for surface nitridation, with a density at the low end for inductive sources. Several inputs are especially uncertain: $h$, which at 10 mTorr may be only about half the value used here, and would then raise the peak density by a factor 1.8 and the density at the pulse start by 2.3; $k_d$, which rises steeply with $T_e$ and may be a few times smaller at 3 eV; and $\gamma$, which depends on the wall and its history. At $\gamma=0.001$, other inputs fixed, $\nu_s$ drops to 8.9 s$^{-1}$ and the composition-blind factor rises from 203 to about 700. The cost $E_T$ is just as uncertain: it falls steeply as $T_e$ rises, and electronic and vibrational excitation of N$_2$ probably put it well above 200 eV at 3 eV. At 400 eV the peak density halves, to $1.3\times10^{10}$ cm$^{-3}$, while that factor moves only from 203 to 215.

The 9 % density rise is not a prediction either. The value $E_a=60$ eV is illustrative: excitation of the low-lying states of N can make the atomic cost at 3 eV comparable to the molecular one, so the size and even the sign of $\Delta$ are open. Taking the cost linear in the mole fraction of N$_2$ rather than in $x$ would turn the rise into 19 %. Atoms make up 21 % of the final neutrals. If N$^+$ had the same share of the ions, its Bohm speed, larger by $\sqrt2$, would raise the ion loss by 9 %, which leaves a rise of only about 1 %. Recombination in the gas, with a rough constant of $5\times10^{-8}$ cm$^3$/s, would add about 15 % to the wall loss early in the afterglow. At fixed pumping speed the pressure also rises by 12 %; a valve that holds the pressure breaks the relation $a=2m_0(1-x)$.

**Q.** Then my repeating density shows that the electrons have adjusted to the gas they currently have.

**A.** Yes. Whether that gas is the final one has to be asked of the gas.
